# How long must a melt run to forget its starting structure?

A melt with diffusivity $D=2\times10^{-5}\ \mathrm{cm^2/s}$ needs about

$$t=\frac{R^2}{6D}=7.5\ \mathrm{ps}$$

for its atoms to reach a root-mean-square (rms) displacement $R=3$ Å. This distance is roughly one neighbour spacing. A simulated melt that is to supply an amorphous structure should run at least this long, because otherwise a typical atom has moved less than about one neighbour spacing. Passing the check does not prove that the starting structure has been forgotten.

Lengths are in Å and times in ps. Since $1\ \mathrm{cm^2}=10^{16}\ \mathrm{Å^2}$ and $1\ \mathrm{s}=10^{12}\ \mathrm{ps}$, the diffusivity is $D=2\times10^{-5}\times10^{4}=0.2\ \mathrm{Å^2/ps}$.

## The estimate on the back of an envelope

Let an atom hop along $x$ by $\pm l$, at rate $\nu$ in each direction. After a time $t$ it has made on average $2\nu t$ hops. Their signs are independent, so the cross terms in the squared sum average to zero and

$$\langle x^2\rangle=2\nu t\,l^2 .$$

The same hops fix the diffusivity. Take two neighbouring planes a distance $l$ apart, where the concentration is $c(x)$ and $c(x+l)$. Each plane holds $lc$ atoms per unit area. The net flux from the first to the second is

$$J=\nu l\,[c(x)-c(x+l)]\approx-\nu l^2\,\frac{dc}{dx}.$$

Fick's law, $J=-D\,dc/dx$, then gives $D=\nu l^2$, and so $\langle x^2\rangle=2Dt$. Three equivalent axes give $\langle r^2\rangle=6Dt$. With the numbers,

$$t=\frac{(3\ \mathrm{Å})^2}{6\times0.2\ \mathrm{Å^2/ps}}=\frac{9}{1.2}\ \mathrm{ps}=7.5\ \mathrm{ps}.$$

With a time step of 2 fs this is 3750 steps. The time grows as $R^2$, so doubling the required displacement quadruples it.

## The derivation from Fick's law

The hopping picture is not needed. Let $p(\mathbf r,t)$ be the probability density that an atom has moved by $\mathbf r$ in a time $t$. The melt is in equilibrium and isotropic, and any drift of its centre of mass has been subtracted. Conservation of probability, $\partial p/\partial t=-\nabla\cdot\mathbf J$, with $\mathbf J=-D\nabla p$, gives

$$\frac{\partial p}{\partial t}=D\nabla^2p .$$

Multiply by $r^2$ and integrate over space:

$$\frac{d\langle r^2\rangle}{dt}=D\int r^2\,\nabla^2p\;d^3r .$$

The derivatives can be moved onto $r^2$ with the identity

$$r^2\nabla^2p=p\,\nabla^2r^2+\nabla\cdot\left(r^2\nabla p-p\nabla r^2\right).$$

The divergence integrates to a surface term, which vanishes because $p$ falls off rapidly at large distance. Since $\nabla^2(x^2+y^2+z^2)=6$ and $\int p\,d^3r=1$,

$$\frac{d\langle r^2\rangle}{dt}=6D,\qquad \langle r^2\rangle=6Dt .$$

The integration constant is zero because the displacement starts at zero. As a check, Fick's law was solved numerically on spherical shells 0.05 Å thick, with all atoms starting in the central one. After 7.5 ps the rms displacement was 3.0000 Å.

## What an rms displacement of 3 Å leaves behind

For a start at the origin, the solution of the diffusion equation is

$$p=(4\pi Dt)^{-3/2}\,e^{-r^2/4Dt}.$$

Differentiation confirms it: both $\partial p/\partial t$ and $D\nabla^2p$ equal $p\,[-3/(2t)+r^2/(4Dt^2)]$.

The fraction of atoms still within a distance $a$ of their start is $\int_0^a4\pi r^2p\,dr$. With $s=r/\sqrt{4Dt}$ and $x=a/\sqrt{4Dt}$ it becomes

$$P(a)=\frac{4}{\sqrt\pi}\int_0^x s^2e^{-s^2}ds
=\mathrm{erf}(x)-\frac{2x}{\sqrt\pi}e^{-x^2},$$

where the last step integrates $s\cdot(se^{-s^2})$ by parts. At 7.5 ps, $4Dt=6\ \mathrm{Å^2}$. This gives $P(3\ \mathrm{Å})=0.61$ and $P(1.5\ \mathrm{Å})=0.14$. Most atoms have therefore moved less than the rms distance, and one in seven has moved less than half of it.

A measure of memory at wavelength $2\pi/k$ is the average phase factor of a tagged atom, $F(k,t)=\langle e^{i\mathbf k\cdot\mathbf r}\rangle$. It is the Fourier transform of $p$, so each $\nabla^2$ becomes $-k^2$:

$$\frac{dF}{dt}=-k^2D\,F,\qquad F(k,t)=e^{-k^2Dt}.$$

At the moment when $6Dt=R^2$, this equals $e^{-k^2R^2/6}$. Two wavenumbers show what the check can and cannot see.

- **Neighbour scale.** The main diffraction peak of the melt considered below lies near $k=2\ \mathrm{Å^{-1}}$, a rough value. Then $F=e^{-6}=0.0025$, so this memory is gone. Had the run stopped at an rms displacement of 1 Å, $F$ would still be $e^{-2/3}\approx0.5$.
- **Box scale.** A periodic cell of edge $L=19.1$ Å has the smallest wavenumber $2\pi/L=0.329\ \mathrm{Å^{-1}}$. There $F=0.85$ after 7.5 ps, and the decay time $1/(k^2D)$ is 46 ps.

An atom thus forgets its site long before it forgets which part of the cell it came from. $F$ describes single tagged atoms. Density and composition patterns relax collectively, at rates that $D$ alone does not determine.

## The same displacement with large jumps

The Einstein relation fixes the second moment of the displacement but not its distribution. Suppose that atoms move by independent jumps of fixed length $l$ in random directions, with a Poisson-distributed number $N$ of jumps of mean $n$. Cross terms again average to zero, so $\langle r^2\rangle=nl^2$. One jump multiplies the average phase factor by

$$g=\frac12\int_{-1}^{1}e^{iklc}\,dc=\frac{\sin kl}{kl},$$

where $c$ is the cosine of the angle between the jump and $\mathbf k$. Averaging $g^N$ over the Poisson distribution gives

$$F=\sum_{N=0}^\infty\frac{e^{-n}n^N}{N!}\,g^N=e^{-n(1-g)} .$$

The fraction of atoms that never jumped is the $N=0$ weight, $e^{-n}$. For $kl\ll1$, $1-g\approx k^2l^2/6$, and $F$ returns to the diffusive result $e^{-k^2\langle r^2\rangle/6}$.

Hold the rms displacement at 3 Å and $k$ at $2\ \mathrm{Å^{-1}}$. Jumps of 1 Å require $n=9$. About 0.01% of the atoms have then never moved, and $F=0.007$. Jumps of 3 Å require $n=1$. Now 37% of the atoms have never moved, and $F=0.35$. Both cases pass the displacement check, but the second plainly keeps much of its starting structure. Which case a given melt resembles must be read from the distribution of displacements in the run itself.

## Short-time corrections

The remaining estimates use a model of molten Ge$_2$Sb$_2$Te$_5$, a phase-change memory material, with 216 atoms at 1000 K and a mean atomic mass of 114.1 u.

**Inertia.** Diffusion needs collisions that randomize the velocity. In the Langevin model the velocity correlation along one axis is $(k_BT/m)e^{-s/\tau}$, where $s$ is the time separation. Since $x(t)$ is the time integral of the velocity,

$$\langle x^2\rangle=2\int_0^t(t-s)\frac{k_BT}{m}e^{-s/\tau}ds
=\frac{2k_BT\tau}{m}\left[t-\tau(1-e^{-t/\tau})\right].$$

The factor $2(t-s)$ counts the pairs of times separated by $s$. At long times the slope must be $2D$, so $D=k_BT\tau/m$. For three axes,

$$\langle r^2\rangle=6D\left[t-\tau(1-e^{-t/\tau})\right].$$

For $t\ll\tau$ this becomes free flight, $\langle r^2\rangle=3k_BTt^2/m$. For $t\gg\tau$ the diffusive line is delayed by $\tau$. Here $\tau=mD/(k_BT)=0.027$ ps, and the crossing moves from 7.50 to 7.53 ps, which is negligible. The exponential form leaves out the slow flow of the surrounding liquid treated below, which gives the velocity correlation a $t^{-3/2}$ tail in a large system. With the viscosity used there, a continuum estimate of this flow delays the crossing by about 0.1 ps in the small cell and by about 1 ps in a large system.

**Cage vibration.** An atom also rattles among its neighbours, which adds displacement although the atom does not leave its site. For a harmonic cage of angular frequency $\omega$, $x(t)=x_0\cos\omega t+(v_0/\omega)\sin\omega t$. In thermal equilibrium $\langle x_0^2\rangle=\langle v_0^2\rangle/\omega^2=k_BT/(m\omega^2)$ and $\langle x_0v_0\rangle=0$, so

$$\langle[x(t)-x_0]^2\rangle=\frac{k_BT}{m\omega^2}\left[(\cos\omega t-1)^2+\sin^2\omega t\right]
=\frac{2k_BT}{m\omega^2}(1-\cos\omega t).$$

At a single frequency this oscillation never dies out, but its average over a full period is $2k_BT/(m\omega^2)$. In a melt the cage frequencies are spread, so the cosines get out of step and the curve settles at $2k_BT\langle1/\omega^2\rangle/m$, which weights the soft frequencies most. Take first a single frequency. Three axes give $6k_BT/(m\omega^2)$. A rough cage frequency of 2 THz, that is $\omega=2\pi\times2\ \mathrm{ps^{-1}}$, makes this $0.28\ \mathrm{Å^2}$. If it simply adds to $6Dt$, the raw curve reaches $9\ \mathrm{Å^2}$ at $(9-0.28)/1.2=7.27$ ps, slightly too early. The offset scales as $1/\omega^2$, so a softer cage matters more: at 1 THz it would be $1.1\ \mathrm{Å^2}$ and the crossing would come at 6.6 ps. A spread of frequencies also raises it: a Debye spectrum of mean 2 THz gives $0.47\ \mathrm{Å^2}$. Taking $D$ from the slope of the curve removes this constant offset. The Langevin and cage models are separate descriptions of short-time motion, and how their shifts combine depends on the velocity correlation of the melt. For a friction with exponential memory they simply add, and the 2 THz crossing comes at 7.30 ps.

## The size of the periodic cell

A moving atom drags the surrounding liquid along. In a periodic cell its images do the same, and total momentum is held at zero. This changes the mobility $\mu$, the drift velocity per unit force, and with it $D=k_BT\mu$.

Treat the liquid as a continuum of viscosity $\eta$. A point force $f$ along $x$ drives a slow incompressible flow. In Fourier space, incompressibility removes the part of the force parallel to $\mathbf k$, and viscosity divides the rest by $\eta k^2$. The flow velocity at the position of the force is

$$u_x=\frac{f}{\eta L^3}\sum_{\mathbf k\ne0}\frac{1-k_x^2/k^2}{k^2}.$$

The term $\mathbf k=0$ is absent because a uniform counterforce balances $f$. By cubic symmetry $k_x^2/k^2$ may be replaced by $1/3$. In free space the sum becomes an integral, so the change of mobility is

$$\Delta\mu=\frac{2}{3\eta}\left[\frac1{L^3}\sum_{\mathbf k\neq0}\frac1{k^2}-\int\frac{d^3k}{(2\pi)^3}\frac1{k^2}\right]\equiv-\frac{\xi}{6\pi\eta L}.$$

Both terms diverge at large $k$. They are given a common factor $e^{-\varepsilon k^2}$, and $\varepsilon\to0$ is taken after the subtraction. The bracket has the dimension of $1/L$ and equals $-\xi/(4\pi L)$, which defines the number $\xi$.

To find $\xi$, set $L=1$ and let $S(\varepsilon)$ be $4\pi$ times the smoothed bracket, so that $\xi=-S(0)$. The integral is elementary:

$$S(\varepsilon)=\sum_{\mathbf k\ne0}\frac{4\pi e^{-\varepsilon k^2}}{k^2}-\frac1{\sqrt{\pi\varepsilon}} .$$

Differentiating with respect to $\varepsilon$ cancels $1/k^2$. Poisson summation turns the sum of $e^{-\varepsilon k^2}$ over all $\mathbf k$ into a sum of Gaussians over lattice vectors $\mathbf n$. Its $\mathbf n=0$ term cancels the integral, and the missing $\mathbf k=0$ term leaves $4\pi$:

$$\frac{dS}{d\varepsilon}=4\pi-4\pi\sum_{\mathbf n\neq0}\frac{e^{-n^2/4\varepsilon}}{(4\pi\varepsilon)^{3/2}} .$$

Integrate from 0 to $\varepsilon$, using $y=n/(2\sqrt{\varepsilon'})$ for the integration variable $\varepsilon'$ in each Gaussian term:

$$\xi=4\pi\varepsilon-\sum_{\mathbf n\ne0}\frac{\mathrm{erfc}(n/2\sqrt\varepsilon)}{n}-S(\varepsilon).$$

The result does not depend on $\varepsilon$, and both sums converge fast at $\varepsilon=1/4$. They give $\xi=2.8373$. Hence, to leading order in $1/L$,

$$D_{\rm cell}=D_\infty-\frac{\xi k_BT}{6\pi\eta L}.$$

With a rough density of 0.031 atoms per Å$^3$, $L=(216/0.031)^{1/3}=19.1$ Å. A rough viscosity of 2 mPa s then gives a reduction of $0.54\times10^{-5}\ \mathrm{cm^2/s}$, or 27% of $D_\infty$. If the quoted $2\times10^{-5}\ \mathrm{cm^2/s}$ belongs to a large system, the small cell needs $7.5/(1-0.272)=10.3$ ps. If it was measured in the same cell, the reduction is already included and 7.5 ps stands. Continuum flow is a crude description in a cell a few neighbour spacings wide, so the 27% shows the size of the effect rather than a precise correction. It also scales as $1/\eta$: a viscosity of 1.5 mPa s would make it 36%.

## Noise and temperature

For Gaussian motion each component has variance $\sigma^2=R^2/3$, and its square has variance $2\sigma^4$. Thus $r^2$ has mean $3\sigma^2$ and variance $6\sigma^4$. Averaging over $N$ independent atoms gives a relative standard deviation

$$\frac{\sqrt{6\sigma^4/N}}{3\sigma^2}=\sqrt{\frac{2}{3N}},$$

which is 5.6% for 216 atoms. Atoms in a liquid move in a correlated way, so this is a guide to the noise of a single displacement average, not its established value.

Temperature matters more. Assume $D\propto e^{-E_a/k_BT}$ with a rough activation energy of 0.3 eV. Cooling from 1000 to 900 K multiplies $D$ by 0.68, and the required time rises to $7.5/0.679=11.0$ ps. The diffusivity must therefore belong to the temperature at which the melt is held.

## Comparison with the real material

Ge$_2$Sb$_2$Te$_5$ melts at roughly 900 K, so 1000 K represents a moderately overheated melt. A diffusivity of order $10^{-5}\ \mathrm{cm^2/s}$ is a reasonable scale for such a liquid, but the value used here is a given input, not a measurement. The model assigns one $D$ to all three elements and one temperature to the whole melt. A real melt can break the first assumption: an element diffusing at half the mean rate would need 15 ps. A memory cell breaks the second, since it is heated unevenly and cools during operation; the 900 K estimate shows how far a 100 K difference moves the number.

For this example, inertia in the Langevin model changes the estimate by less than 1%, and cage vibration by about 3% at a single frequency of 2 THz and by 12% at 1 THz. The cell-size correction, where it applies, lengthens it by roughly 40%, and cooling by 100 K lengthens it by roughly 50%. Tagged-atom memory across the box lasts several times longer, and large jumps can defeat the displacement check altogether. The 7.5 ps is thus a rough minimum for the assumed $D$, set by one neighbour spacing; a melt with a larger $D$ reaches that distance sooner. A chosen melt time should also rest on the displacements of each element, on the fraction of atoms that have not moved, and on whether different starting structures lead to the same melt. The values behind these comparisons are listed in the numerical output.

## Computed results

```
Diffusivity D = 2.0e-05 cm^2/s
Diffusivity D = 0.200 angstrom^2/ps
Target rms displacement R = 3.0 angstrom
Estimated time R^2/(6D) = 7.50 ps
Rms displacement from Fick's law at that time = 3.0000 angstrom
Time step = 2.0 fs
Number of time steps = 3750
Temperature = 1000 K
Mean atomic mass of Ge2Sb2Te5 = 114.1 u
Atoms in cell = 216
Number density (rough) = 0.031 per angstrom^3
Cell edge L = 19.10 angstrom
Fraction of atoms within R/2 = 0.139
Fraction of atoms within R = 0.608
Peak wavenumber (rough) = 2.0 per angstrom
Memory left at peak wavenumber = 0.00248
Box wavenumber 2 pi/L = 0.3290 per angstrom
Memory left at box wavenumber = 0.850
1/e memory time at box wavenumber = 46.2 ps
Jump length 1 angstrom: mean jumps = 9.0
  fraction of atoms never moved = 0.00012
  memory left at peak wavenumber = 0.0074
Jump length 3 angstrom: mean jumps = 1.0
  fraction of atoms never moved = 0.36788
  memory left at peak wavenumber = 0.3511
Velocity memory time tau = 0.0274 ps
Crossing time with inertia = 7.527 ps
Cage frequency (rough) = 2.0 THz
Cage part of mean-square displacement = 0.277 angstrom^2
Early crossing time with cage part = 7.27 ps
Viscosity (rough) = 2.0 mPa s
Cubic lattice constant xi = 2.83730
Cell-size reduction of D = 5.44e-06 cm^2/s
Relative reduction of D = 27.2 percent
Time if D is the large-system value = 10.3 ps
Relative noise of one displacement average = 5.6 percent
Activation energy (rough) = 0.30 eV
D at 900 K relative to 1000 K = 0.679
Time at 900 K = 11.0 ps
```
